# Continuous escape of a unit-winding polarization vortex into the third component

Consider a polarization vortex that is unchanged when positions and polarization are rotated together about its axis. If the structure is also uniform along the axis \(z\), this symmetry restricts the reduced polarization \(\mathbf p=\mathbf P/P_s\), with \(P_s\) the spontaneous value, to

\[
\mathbf p=p_r(r)\,\mathbf e_r+g(r)\,\mathbf e_\varphi+h(r)\,\mathbf e_z .
\]

Absence of bulk bound charge requires \(\nabla\cdot\mathbf p=(1/r)\,d(rp_r)/dr=0\), so \(p_r=C/r\), and a finite field at the centre needs \(C=0\). Two functions remain. The unit vector \(\mathbf e_\varphi\) has no limit at \(r=0\), so continuity demands \(g(0)=0\). The axial component \(h\) is under no such demand. A vortex that keeps a nonzero polarization on its axis must therefore carry it in \(h\).

Take a disc of radius \(R\), the cross-section of a long cylinder, with the rim held at \(\mathbf p=\mathbf e_\varphi\), which has winding \(+1\). A singular core means here a point at which the direction of \(\mathbf P\) is undefined. If \(|\mathbf P|\) is free to vary, the planar vortex can be a continuous vector field with a zero at the core. If \(|\mathbf P|=P_s\) is imposed, the planar vortex is discontinuous at the centre, and no deformation continuous on the whole disc can start from it. The starting point below is therefore the vortex with a vanishing core.

In two components the zero cannot be avoided. Suppose that a continuous planar field with this rim had no zero. Its direction would then have an integer winding number on every circle about the centre, varying continuously with \(r\) and hence constant. It equals 1 at the rim. On a sufficiently small circle the direction stays close to its central value, so the winding there is 0, which is a contradiction.

**The map.** Let \(a\) be a core radius, \(0<a\le R\), and let \(s\) run from 0 to 1. Define

\[
\mathbf p(x,y;s,a)=(-u\,y,\;u\,x,\;s\,w),
\]
\[
r<a:\quad u=\frac{2a}{a^2+r^2},\quad w=\frac{a^2-r^2}{a^2+r^2};\qquad
r\ge a:\quad u=\frac1r,\quad w=0 .
\]

Both pieces give \(u=1/a\), \(w=0\) at \(r=a\), so they join continuously. At the rim \(\mathbf p=(-y,x,0)/R=\mathbf e_\varphi\) for every \(s\). For the length, use

\[
(ur)^2+w^2=\frac{4a^2r^2+(a^2-r^2)^2}{(a^2+r^2)^2}=1 ,
\]

which permits \(ur=\sin\Theta\), \(w=\cos\Theta\), with \(\Theta=2\arctan(r/a)\) inside the core and \(\Theta=\pi/2\) outside. Then

\[
\mathbf p=\sin\Theta\,\mathbf e_\varphi+s\cos\Theta\,\mathbf e_z,\qquad
|\mathbf p|^2=\sin^2\Theta+s^2\cos^2\Theta\ \ge\ s^2 .
\]

At \(s=0\) this is a planar vortex that vanishes at the centre. For any \(s>0\) it has no zero, and the smallest length, reached at the centre, is \(s\). At \(s=1\) the length is \(P_s\) everywhere.

Continuity follows from bounded derivatives. For \(r<a\), \(d\Theta/dr=2a/(a^2+r^2)=u\), and since \(\partial_\varphi\mathbf e_\varphi=-\mathbf e_r\),

\[
\partial_r\mathbf p=u(\cos\Theta\,\mathbf e_\varphi-s\sin\Theta\,\mathbf e_z),\qquad
\frac1r\partial_\varphi\mathbf p=-u\,\mathbf e_r .
\]

These vectors are orthogonal and neither is longer than \(u\le 2/a\), so the derivative in any direction in the plane is at most \(2/a\). Outside the core it is at most \(1/a\). Also \(|\partial_s\mathbf p|=|w|\le1\), and \(\partial_a\Theta=-2r/(a^2+r^2)=-\sin\Theta/a\) gives \(|\partial_a\mathbf p|\le1/a\). Integrating along straight segments,

\[
|\Delta\mathbf p|\le\frac{2|\Delta\mathbf x|}{a_{\min}}+|\Delta s|+\frac{|\Delta a|}{a_{\min}},
\]

where \(a_{\min}\) is the smaller of the two core radii. The map is thus continuous jointly in position, \(s\) and \(a\), the centre included. The choice \(s=1\), \(a=R\) gives the fully escaped field

\[
\mathbf p=\frac{(-2Ry,\;2Rx,\;R^2-r^2)}{R^2+r^2},
\]

a ratio of polynomials with a nonvanishing denominator, and so smooth on the whole disc. For \(a<R\) and \(s>0\) the field is continuous but its gradient jumps at \(r=a\), where \(\partial_rp_z\) changes from \(-s/a\) to 0.

The limit \(a\to0\) at \(s=1\) shows where a fixed-length description fails. At any given \(r>0\) the field becomes \(\mathbf e_\varphi\) once \(a<r\), yet at \(r=0\) it remains \(\mathbf e_z\). The convergence is not uniform, and the limit is discontinuous: it is the fixed-length planar vortex everywhere except at the centre, where the polarization stays axial.

The deformation creates no bulk charge, because \(\nabla\cdot\mathbf p=u'(r)(-xy/r+xy/r)=0\) and \(p_z\) does not depend on \(z\). There is no charged sheet at \(r=a\), where \(\mathbf p\) is continuous, and none on the side wall, where \(p_r=0\).

**What survives of the winding.** For \(s>0\) let \(\mathbf d=\mathbf p/|\mathbf p|\), with polar angle \(\Theta_s\) running from 0 at the centre to \(\pi/2\) at the rim. From \(\partial_r\mathbf d=\Theta_s'(\cos\Theta_s\mathbf e_\varphi-\sin\Theta_s\mathbf e_z)\) and \(\partial_\varphi\mathbf d=-\sin\Theta_s\mathbf e_r\) one finds \(\mathbf d\cdot(\partial_r\mathbf d\times\partial_\varphi\mathbf d)=\Theta_s'\sin\Theta_s\). The signed fraction of the sphere covered is

\[
N=\frac1{4\pi}\int_0^{2\pi}\!d\varphi\int_0^R\Theta_s'\sin\Theta_s\,dr=\frac12 .
\]

Reversing \(p_z\) gives an equally good escape with \(N=-1/2\). Two fields with the same rim can be glued into a map from a closed sphere to the sphere of directions, whose degree is an integer. Their difference in \(N\) is that integer, so it cannot change during a continuous deformation without zeros. The upward and downward escapes differ by 1 and cannot be joined in this way while the rim is fixed.

**Energy along the map.** Topology permits the escape; whether it lowers the energy depends on the model. Take the isotropic mean-field energy density

\[
\frac K2|\nabla\mathbf p|^2+f_0(1-|\mathbf p|^2)^2,\qquad \xi^2=\frac{K}{4f_0}.
\]

The derivatives above give \(|\nabla\mathbf p|^2=u^2(1+\cos^2\Theta+s^2\sin^2\Theta)\) in the core. Since \(u=\sin\Theta/r\) and \(dr=r\,d\Theta/\sin\Theta\), we have \(ru^2dr=\sin\Theta\,d\Theta\), and the core's gradient energy per length is

\[
\pi K\int_0^{\pi/2}\!\sin\Theta\,(1+\cos^2\Theta+s^2\sin^2\Theta)\,d\Theta=\pi K\left(\frac43+\frac{2s^2}3\right).
\]

The region \(a<r<R\), where \(|\nabla\mathbf p|^2=1/r^2\), adds \(\pi K\ln(R/a)\). For the second term, \(1-|\mathbf p|^2=(1-s^2)\cos^2\Theta\), so its energy is \(2\pi f_0a^2J(1-s^2)^2\), where, with \(t=r/a\),

\[
J=\int_0^1t\left(\frac{1-t^2}{1+t^2}\right)^4dt .
\]

Put \(v=(1-t^2)/(1+t^2)\). Then \(t^2=(1-v)/(1+v)\) and \(t\,dt=-dv/(1+v)^2\). With \(y=1+v\),

\[
J=\int_1^2\frac{(y-1)^4}{y^2}dy=\int_1^2\left(y^2-4y+6-\frac4y+\frac1{y^2}\right)dy=\frac{17}6-4\ln2\approx0.0607 .
\]

Using \(f_0=K/(4\xi^2)\) and the abbreviation \(q=a^2J/\xi^2\), the total is

\[
\frac{E}{\pi K}=\frac43+\frac{2s^2}3+\ln\frac Ra+\frac q2(1-s^2)^2 .
\]

At \(s=0\) the dependence on \(a\) is \(-\tfrac12\ln q+\tfrac12q\), which is least at \(q=1\), that is \(a=\xi/\sqrt J\approx4.06\,\xi\), provided that \(R\) exceeds this. The slope in the escape amplitude is

\[
\frac1{\pi K}\frac{\partial E}{\partial(s^2)}=\frac23-q(1-s^2),
\]

equal to \(-1/3\) at the best planar core. The gradient cost of the axial component is outweighed by the gain from restoring the length of \(\mathbf P\). At \(q=1\) the energy falls until \(s^2=1/3\). Now widen the core, keeping \(s^2=1-2/(3q)\) so that this slope stays zero. Substitution gives

\[
\frac E{\pi K}=2-\frac2{9q}+\ln\frac Ra,\qquad
\frac1{\pi K}\frac{dE}{dq}=\frac2{9q^2}-\frac1{2q}<0\quad\text{for } q>\frac49 .
\]

The energy falls all the way to \(a=R\). Restoring the last part of the length, to \(s=1\), then costs \(2\pi K/(9q_R)\), where \(q_R=R^2J/\xi^2\). The route is downhill up to that small final step.

At fixed length the end point cannot be improved among axisymmetric tangential profiles with \(\Theta(0)=0\) and \(\Theta(R)=\pi/2\). Completing the square,

\[
E=\pi K\int_0^R\left(r\Theta'^2+\frac{\sin^2\Theta}r\right)dr
=\pi K\int_0^R\frac{(r\Theta'-\sin\Theta)^2}r\,dr+2\pi K\int_0^{\pi/2}\!\sin\Theta\,d\Theta .
\]

The last term is \(2\pi K\). The square vanishes if \(r\Theta'=\sin\Theta\), whose solution \(\tan(\Theta/2)=r/a\) meets the rim condition when \(a=R\). This is the profile of the map.

**A pore filled with a ferroelectric nematic.** Such a fluid has no crystal axes and supports no static shear stress, which makes an isotropic model reasonable. Rough typical values are \(P_s=5\) µC/cm², \(K=10\) pN and a temperature of 350 K. The pore has \(R=500\) nm and length 100 µm, and \(f_0=0.40\) MJ/m³ is a round model value. Then

\[
\xi=\sqrt{\frac{10^{-11}\ \text{N}}{4\times4\times10^5\ \text{J/m}^3}}=2.5\ \text{nm},\qquad \frac R\xi=200,\qquad \pi K=0.196\ \text{eV/nm}.
\]

The best planar core of the family has \(a=10.1\) nm and energy \(5.73\,\pi K\). Raising \(s^2\) to \(1/3\) lowers this to \(5.68\,\pi K\), and widening the core brings it to \(1.9999\,\pi K\). The final cost is about \(10^{-4}\,\pi K\).

The family's planar profile is a trial function. The relaxed planar vortex \(\mathbf p=f(r)\mathbf e_\varphi\) obeys

\[
f''+\frac{f'}r-\frac f{r^2}+\frac{f(1-f^2)}{\xi^2}=0,\qquad f(0)=0,\quad f(R)=1,
\]

and its numerical solution has energy \(5.68\,\pi K=1.11\) eV/nm, about 1 % below the trial value. Full escape costs \(2\pi K=0.39\) eV/nm, so the gain is \(3.68\,\pi K=0.72\) eV/nm. To second order, a small axial component \(h\) changes the energy of the relaxed vortex by

\[
\frac K2\int\left[|\nabla h|^2-\frac{1-f^2}{\xi^2}h^2\right]d^2r ,
\]

because \(-2f_0(1-f^2)h^2=-(K/2\xi^2)(1-f^2)h^2\). The lowest eigenvalue of the corresponding operator is \(-0.25\,K/\xi^2\). The relaxed planar vortex is therefore unstable to escape too, and its instability does not rest on the trial profile.

The core length of 2.5 nm is comparable to a molecular length, so the continuum planar core is the least secure part of the comparison. The model also lets the elastic cost vanish with \(|\mathbf P|\), whereas a real nematic can keep its molecular alignment when polar order is lost. The energy of the whole planar vortex grows as \(\ln(R/\xi)\) for \(R\gg\xi\); a factor of two in \(\xi\) shifts the gain by about \(0.7\,\pi K\), which does not change its sign.

Unequal elastic constants matter more. For the escaped field the twist is \(\mathbf p\cdot\nabla\times\mathbf p=u(1+\cos\Theta)\) and the bend has magnitude \(u\sin\Theta\). With twist constant \(K_2\) and bend constant \(K\), the same integration as before gives

\[
\frac{E}{\pi}=K_2\int_0^{\pi/2}\!\sin\Theta(1+\cos\Theta)^2d\Theta+K\int_0^{\pi/2}\!\sin^3\Theta\,d\Theta=\frac73K_2+\frac23K .
\]

For \(K_2=K\) this is \(3\pi K\) instead of \(2\pi K\). The two forms of gradient energy differ by a total derivative, worth \(\pi K\) for this rim. The planar vortex has no twist. If its bend energy density is written as \((K/2)|\nabla\times\mathbf p|^2\) also in the core, where the length varies, it acquires the same term and its energy becomes \(6.68\,\pi K\). With the profiles held fixed, \(K_2=K/2\) then raises the gain to \(4.85\,\pi K\), while \(K_2=2.58\,K\) would cancel it. These values depend on how the core is described. If the gradient energy density there is taken as \((K/2)(f'^2+f^2/r^2)\), the bend of the direction weighted by \(|\mathbf p|^2\) plus the gradient of the length, the planar energy stays at \(5.68\,\pi K\). The gain at \(K_2=K/2\) is then \(3.85\,\pi K\), and \(K_2=2.15\,K\) cancels it.

The rim condition requires a wall that aligns the polarization circumferentially. Give the wall an energy \(\tfrac12W\cos^2\Theta(R)\) per area, and let \(a\) exceed \(R\), so that the rim may tilt. With \(c=\cos\Theta(R)\), the one-constant energy is \(2\pi K(1-c)+\pi RWc^2\), least at \(c=K/(RW)\) when \(RW>K\). For \(W=0.3\) mJ/m², \(RW/K=15\) and the tilt is 3.8°. If \(RW<K\), this family ends in uniform axial polarization. These results belong to the \(|\nabla\mathbf p|^2\) form of the energy. When the rim can tilt, the total derivative is no longer a constant, and the twist and bend form with \(K_2=K\) gives \(c=K/(RW-K)\), a tilt of 4.1°, with uniform axial polarization already for \(RW<2K\). A wall that merely requires tangential polarization also admits the uniform axial state, which has zero energy in this model and lies below both vortices.

Another important omission is the charge \(\pm P_s\cos\Theta\) at the pore ends, which the planar vortex lacks. Take relative permittivity 10 there, so \(\varepsilon=10\varepsilon_0\), and keep the profile uniform along the pore. A bare end then costs \(0.130\,P_s^2R^3/\varepsilon=2.9\times10^6\) eV, the coefficient coming from numerical integration of the Coulomb energy. Two such ends are repaid after

\[
\frac{2\times2.86\times10^6\ \text{eV}}{0.721\ \text{eV/nm}}\approx7.9\ \text{mm},
\]

far more than the 100 µm available. In this pore, with bare ends and no screening charge, a rigid and uniform full escape is unfavourable. A narrower escape can still pay. With \(s=1\) and \(a<R\), the line gain drops by \(\pi K\ln(R/a)\), but the cost of a bare end drops as \(a^3\). At \(a=50\) nm the gain along the pore is \(2.7\times10^4\) eV, while the two ends cost \(5.7\times10^3\) eV. Among these uniform profiles, the end charge therefore favours a narrow escaped core over both full escape and the planar vortex. The estimate does not cover profiles whose axial polarization reverses in an outer ring, which can have zero net axial flux and so avoid much of this cost. It also treats the profile as rigid: the field at the centre of a bare end is \(P_s/(2\varepsilon)=2.8\) MV/cm, which raises the question of dielectric breakdown. It is also about 23 times the opposing field \(8f_0/(3\sqrt3\,P_s)=0.12\) MV/cm at which the length of the model's polarization collapses when its direction is held fixed. Rotation sets in far earlier. The model is isotropic, so only elasticity resists it, and a uniform opposing field of about \(4K/(P_sR^2)\approx3\times10^{-5}\) MV/cm already removes the net axial polarization of the fully escaped profile. The polarization near a bare end must therefore rearrange, and the end costs above describe the rigid profile only. Mobile ions are left out as well. For full escape the charge on one end is \((2\ln2-1)\pi R^2P_s\), about \(9.5\times10^4\) elementary charges, which \(1.2\times10^{21}\) ion pairs per m³ of pore fluid could neutralize.

Short-circuited electrodes separated from the fluid by a gap \(d\ll R\) confine nearly all of the field energy to the gap. The profile is again treated as rigid. The mean of \(\cos^2\Theta\) over the end is \(3-4\ln2=0.227\), and each end costs

\[
0.227\,\frac{\pi R^2P_s^2d}{2\varepsilon}=1.57\times10^4\ \text{eV}\qquad(d=1\ \text{nm}).
\]

The break-even length falls to 44 µm, and the 100 µm pore retains a net gain of about \(4.1\times10^4\) eV. Since the cost is proportional to \(d\), a gap above roughly 2.3 nm would remove the gain of full escape at this pore length; a narrower escaped core can still gain there. The field in the gap reaches \(P_s/\varepsilon=5.6\) MV/cm, with a voltage of 0.56 V. A field of that size is in the range where dielectric breakdown or leakage is a serious concern, so the electrode layer is a real constraint on this uniform profile. A weaker field, about 0.03 MV/cm at the centre of the end, also enters the fluid. There \(P_sE\approx1.5\times10^5\) J/m³ is far larger than the elastic scale \(K/R^2=40\) J/m³, so the polarization near the ends can rotate. The break-even length and the gap limit are therefore estimates for the rigid profile.

Thermal energy at 350 K is 0.030 eV, about 60 times smaller than the full gain over one length \(\xi\) of the vortex line. The first step of the escape is less secure: raising \(s^2\) to \(1/3\) at the best planar core gains \(\pi K/18\) per length, only about 3.7 times the thermal energy over one core radius. This figure is measured from the trial planar core; the partly escaped trial state lies only about \(0.004\,\pi K\) below the relaxed planar vortex, so the number describes the family and not the relaxed first step.

In a crystalline ferroelectric, anisotropy and elastic strain add energies that are absent here and may favour a narrower escaped core or a planar one. They do not affect the existence of the continuous map, which relies on the third component being available and not on its cost.

## Calculated quantities

```
Polarization Ps = 5.0 uC/cm2
Elastic constant K = 10.0 pN
Length-energy density f0 = 0.40 MJ/m3
Implied longitudinal susceptibility = 88 (dimensionless)
Pore radius R = 500 nm
Pore length = 100 um
Temperature = 350 K
Core length xi = 2.50 nm; R/xi = 200
Smallest |P| at s = 0.00: 0.00 uC/cm2
Smallest |P| at s = 0.25: 1.25 uC/cm2
Smallest |P| at s = 0.50: 2.50 uC/cm2
Smallest |P| at s = 1.00: 5.00 uC/cm2
Full escape, r/R = 0.00: p_phi = 0.000, p_z = 1.000
Full escape, r/R = 0.25: p_phi = 0.471, p_z = 0.882
Full escape, r/R = 0.50: p_phi = 0.800, p_z = 0.600
Full escape, r/R = 1.00: p_phi = 1.000, p_z = 0.000
Degree, up / down = 0.500 / -0.500
Integral J = 0.060745
Energy unit pi*K = 0.1961 eV/nm
Best planar core radius of family = 10.14 nm
Planar family energy = 5.731 pi*K
After s^2 = 1/3 at same core = 5.676 pi*K
End of downhill route = 1.99991 pi*K, s = 0.999863
Planar vortex, solved = 5.679 pi*K = 1.114 eV/nm
Full escape = 2.000 pi*K = 0.392 eV/nm
Energy gain = 3.679 pi*K = 0.721 eV/nm
Lowest out-of-plane eigenvalue = -0.2545 K/xi^2
Twist / bend parts of escape = 2.3333 / 0.6667
Gain if twist constant is K/2 = 4.846 pi*K
Twist/bend ratio that cancels gain = 2.58
Wall anchoring = 0.30 mJ/m2; W*R/K = 15.0
Rim tilt out of plane = 3.82 deg
Bare end-charge coefficient = 0.1299
Mean of cos^2(Theta) on the end = 0.2274
Relative permittivity at ends = 10
Bare charge energy per end = 2.861e+06 eV
Pore length to repay bare ends = 7.93 mm
Electrode gap = 1.0 nm
Gap energy per end = 1.574e+04 eV
Pore length to repay electroded ends = 43.6 um
Net gain, electroded pore = 4.067e+04 eV
Largest gap field = 5.65 MV/cm
Largest gap voltage = 0.565 V
Thermal energy = 0.0302 eV
Gain over one xi / thermal energy = 59.8
```
